# The Einstein relation in a metal from zero current at equilibrium: test program

```python
"""Degenerate Einstein relation: sigma = e^2 g(E_F) D.

sigma: conductivity; g: density of states per volume and energy, both spins;
D: diffusion constant of a density gradient in zero electric field.
At finite temperature g(E_F) is replaced by dn/dmu at fixed temperature.
Electrons have charge -e, and J = sigma*E + e*D*grad(n).
The example is a free-electron metal with rough copper-like parameters.
SI units are used inside, except energies, which are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

e, hbar, mass = const.e, const.hbar, const.m_e
kB_eV = const.k / e
bohr = const.physical_constants["Bohr radius"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]

# Inputs: rough typical values for copper wiring
density = 8.5e28          # 1/m^3
resistivity = 1.7e-8      # ohm m
temperature = 300.0       # K
hot_temperature = 400.0   # K
film_thickness = 20e-9    # m
wave_length = 500e-9      # m, length of a density wave
current_density = 1e10    # A/m^2
dos_factor = 1.3          # trial increase of the density of states

# Example: the Einstein relation gives D from sigma and g
sigma = 1 / resistivity
k_fermi = (3 * np.pi**2 * density) ** (1 / 3)
fermi_eV = (hbar * k_fermi) ** 2 / (2 * mass * e)
v_fermi = hbar * k_fermi / mass
dos = 1.5 * density / fermi_eV             # 1/(eV m^3)
diffusion = sigma / (e * dos)              # e^2 * g(per J) = e * g(per eV)
tau = sigma * mass / (density * e**2)      # from the Drude conductivity
path = v_fermi * tau

# Density of states against an explicit count of plane waves in a box
box, half_window = 20e-9, 0.25
integers = np.arange(-47, 48)
squares = (integers[:, None, None]**2 + integers[None, :, None]**2
           + integers[None, None, :]**2)
box_energy = (hbar * 2 * np.pi / box)**2 * squares / (2 * mass * e)
assert box_energy[0, 47, 47] > fermi_eV + half_window
counted = 2 * np.count_nonzero(np.abs(box_energy - fermi_eV) < half_window)
dos_counted = counted / (box**3 * 2 * half_window)
# tolerance: lattice-point noise of a finite box
assert abs(dos_counted / dos - 1) < 0.02

# Thermal electron density from the k-space integral
nodes, weights = np.polynomial.legendre.leggauss(400)


def electron_density(mu_eV, temp):
    """Density at chemical potential mu, measured from the band bottom."""
    kT = kB_eV * temp
    edges_eV = np.array([0.0, mu_eV - 40 * kT, mu_eV + 40 * kT])
    edges = np.sqrt(2 * mass * e * edges_eV) / hbar
    total = 0.0
    for low, high in zip(edges[:-1], edges[1:]):
        k = 0.5 * (high + low) + 0.5 * (high - low) * nodes
        energy = (hbar * k)**2 / (2 * mass * e)
        occupied = expit((mu_eV - energy) / kT)
        total += 0.5 * (high - low) * np.sum(weights * k**2 * occupied)
    return total / np.pi**2


def thermal_shift(temp):
    """Relative change of dn/dmu from g(E_F) at fixed density."""
    mu = brentq(lambda x: electron_density(x, temp) / density - 1,
                fermi_eV - 0.1, fermi_eV + 0.1, xtol=1e-12)
    h = 1e-3
    slope = (electron_density(mu + h, temp)
             - electron_density(mu - h, temp)) / (2 * h)
    return slope / dos - 1


shift_300 = thermal_shift(temperature)
shift_400 = thermal_shift(hot_temperature)
for shift, temp in ((shift_300, temperature), (shift_400, hot_temperature)):
    predicted = -np.pi**2 / 12 * (kB_eV * temp / fermi_eV)**2
    assert abs(shift / predicted - 1) < 0.01

# Diffusion constant from the slowest decay of a density wave.
# Electrons stream at fixed speed and scatter isotropically.
cosines, angle_weights = np.polynomial.legendre.leggauss(64)


def slow_rate(q_path):
    """Decay rate times tau of a density wave with wave number q."""
    operator = np.diag(1 + 1j * q_path * cosines)
    operator = operator - np.outer(np.ones(64), angle_weights / 2)
    rates = np.linalg.eigvals(operator)
    return rates[np.argmin(rates.real)].real


kinetic_factor = slow_rate(0.01) / 0.01**2
diffusion_kinetic = kinetic_factor * v_fermi**2 * tau
assert abs(kinetic_factor - 1 / 3) < 1e-5
assert abs(diffusion_kinetic / diffusion - 1) < 1e-4
q_path = 2 * np.pi * path / wave_length
assert abs(slow_rate(q_path) - (1 - q_path / np.tan(q_path))) < 1e-8
nonlocal_change = slow_rate(q_path) / (q_path**2 / 3) - 1

# Zero current at uniform electrochemical potential.
# Drude drift and kinetic diffusion are computed separately.
amplitude, period = 0.02, 1000e-9          # V, m
wave_number = 2 * np.pi / period


def local_density(x):
    mu = fermi_eV + amplitude * np.sin(wave_number * x)
    return electron_density(mu, temperature)


residuals = []
for x in (100e-9, 400e-9, 600e-9):
    n_here = local_density(x)
    field = -amplitude * wave_number * np.cos(wave_number * x)
    drift = n_here * e**2 * tau / mass * field
    h = 1e-10
    gradient = (local_density(x + h) - local_density(x - h)) / (2 * h)
    v_here = hbar * (3 * np.pi**2 * n_here)**(1 / 3) / mass
    diffusive = e * kinetic_factor * v_here**2 * tau * gradient
    residuals.append(abs((drift + diffusive) / drift))
    if x == 100e-9:
        shown_field, shown_drift, shown_diffusive = field, drift, diffusive
# tolerance: thermal correction of order (kT/E_F)^2
assert max(residuals) < 1e-4
classical_diffusion = kB_eV * temperature * sigma / (density * e)
assert diffusion / classical_diffusion > 100

# General band: anisotropic lattice, energies in units of the x hopping,
# lengths in lattice constants, and constant scattering time set to one.
points = 120
k_axis = 2 * np.pi * (np.arange(points) + 0.5) / points
hop_x, hop_z, lattice_mu, lattice_kT = 1.0, 0.4, 2.0, 0.1
kx, ky, kz = np.meshgrid(k_axis, k_axis, k_axis, indexing="ij", sparse=True)
band = -2 * hop_x * (np.cos(kx) + np.cos(ky)) - 2 * hop_z * np.cos(kz)


def filling(mu):
    return 2 * np.mean(expit((mu - band) / lattice_kT))


occupation = expit((lattice_mu - band) / lattice_kT)
surface = occupation * (1 - occupation)
lattice_dos = (filling(lattice_mu + 1e-3) - filling(lattice_mu - 1e-3)) / 2e-3
lattice_sigma, lattice_D = [], []
for hop, k in ((hop_x, kx), (hop_z, kz)):
    inverse_mass = 2 * hop * np.cos(k)
    velocity = 2 * hop * np.sin(k)
    lattice_sigma.append(2 * np.mean(occupation * inverse_mass))
    lattice_D.append(np.mean(velocity**2 * surface) / np.mean(surface))
    # tolerance: finite difference in the chemical potential
    assert abs(lattice_dos * lattice_D[-1] / lattice_sigma[-1] - 1) < 1e-4

# Thin film with diffuse walls: field response against a random walk


def film_integrand(u):
    if u == 0:
        return 1.0
    r = u * path / film_thickness
    return (1 - u**2) * (1 - r * (1 - np.exp(-1 / r)))


film_sigma_ratio = 1.5 * quad(film_integrand, 0, 1)[0]
rng = np.random.default_rng(7)
walkers, flights = 40000, 400
depth = film_thickness / path              # lengths in mean free paths
z = depth * rng.random(walkers)
uz = 2 * rng.random(walkers) - 1
x_pos, y_pos, clock = np.zeros((3, walkers))
for _ in range(flights):
    free = rng.exponential(size=walkers)
    to_wall = np.where(uz > 0, depth - z, z) / np.maximum(np.abs(uz), 1e-14)
    hits = to_wall < free
    step = np.minimum(free, to_wall)
    azimuth = 2 * np.pi * rng.random(walkers)
    lateral = step * np.sqrt(1 - uz**2)
    x_pos += lateral * np.cos(azimuth)
    y_pos += lateral * np.sin(azimuth)
    clock += step
    z = np.where(hits, np.where(uz > 0, depth, 0.0), z + uz * step)
    draw = rng.random(walkers)
    inward = np.where(uz > 0, -1.0, 1.0)
    uz = np.where(hits, inward * np.sqrt(draw), 2 * draw - 1)
walk_D = np.mean(x_pos**2 + y_pos**2) / (4 * np.mean(clock))
film_D_ratio = walk_D / (1 / 3)
# tolerance: sampling error is about half a percent
assert abs(film_D_ratio / film_sigma_ratio - 1) < 0.03

# Exchange part of dmu/dn relative to the kinetic part 1/g
n_atomic = density * bohr**3
dos_atomic = dos * bohr**3 * hartree_eV


def exchange_energy(n):
    return -0.75 * (3 / np.pi)**(1 / 3) * n**(4 / 3)


h = 1e-3 * n_atomic
exchange_slope = (exchange_energy(n_atomic + h) + exchange_energy(n_atomic - h)
                  - 2 * exchange_energy(n_atomic)) / h**2
exchange_ratio = exchange_slope * dos_atomic
assert abs(exchange_ratio * np.pi * k_fermi * bohr + 1) < 1e-5

# Other sizes for the example
drive_field = resistivity * current_density
energy_gain = drive_field * path           # eV
balance_change = dos * drive_field * 1e-6 / density
screening = np.sqrt(const.epsilon_0 / (e * dos))
diffusion_more_dos = sigma / (e * dos * dos_factor)
path_more_dos = 3 * diffusion_more_dos / (v_fermi / dos_factor)
assert energy_gain < 0.01 * kB_eV * temperature
assert abs(path_more_dos / path - 1) < 1e-6


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Electron density", density * 1e-6, "cm^-3")
show("Resistivity", resistivity * 1e8, "uohm cm")
show("Temperature", temperature, "K")
show("Conductivity", sigma / 100, "S/cm")
show("Fermi wave number", k_fermi * 1e-9, "nm^-1")
show("Fermi energy", fermi_eV, "eV")
show("Fermi speed", v_fermi * 100, "cm/s")
show("Density of states", dos * 1e-27, "eV^-1 nm^-3")
show("Same, counted in 20 nm box", dos_counted * 1e-27, "eV^-1 nm^-3")
show("D from Einstein relation", diffusion * 1e4, "cm^2/s")
show("D from decay of density wave", diffusion_kinetic * 1e4, "cm^2/s")
show("Scattering time", tau * 1e15, "fs")
show("Mean free path", path * 1e9, "nm")
show("kT at 300 K", kB_eV * temperature, "eV")
show("D from classical relation", classical_diffusion * 1e4, "cm^2/s")
show("Degenerate D / classical D", diffusion / classical_diffusion)
show("Test potential amplitude", amplitude * 1e3, "mV")
show("Test potential period", period * 1e9, "nm")
show("Test field at x = 100 nm", shown_field / 100, "V/cm")
show("Drift current there", shown_drift * 1e-10, "MA/cm^2", 6)
show("Diffusion current there", shown_diffusive * 1e-10, "MA/cm^2", 6)
show("Largest |net/drift|, 3 points", max(residuals), "", 2)
show("Lattice hopping z / hopping x", hop_z / hop_x)
show("Lattice mu / hopping x", lattice_mu)
show("Lattice kT / hopping x", lattice_kT)
show("Lattice electrons per site", filling(lattice_mu))
show("Lattice dn/dmu (model units)", lattice_dos, "", 5)
show("Lattice D along x (model units)", lattice_D[0], "", 5)
show("Lattice D along z (model units)", lattice_D[1], "", 5)
show("Lattice sigma x (model units)", lattice_sigma[0], "", 5)
show("Lattice sigma z (model units)", lattice_sigma[1], "", 5)
show("Thermal change of dn/dmu, 300 K", shift_300, "", 3)
show("Thermal change of dn/dmu, 400 K", shift_400, "", 3)
show("D at 400 K if tau ~ 1/T",
     diffusion * 1e4 * temperature / hot_temperature, "cm^2/s")
show("Trial factor on density of states", dos_factor)
show("D with that factor", diffusion_more_dos * 1e4, "cm^2/s")
show("Mean free path with that factor", path_more_dos * 1e9, "nm")
show("Film thickness", film_thickness * 1e9, "nm")
show("Film sigma / bulk sigma", film_sigma_ratio)
show("Film D / bulk D, random walk", film_D_ratio, "", 3)
show("Film resistivity", resistivity * 1e8 / film_sigma_ratio, "uohm cm")
show("Film D", diffusion * 1e4 * film_sigma_ratio, "cm^2/s")
show("Film subbands, kF d / pi", k_fermi * film_thickness / np.pi, "", 3)
show("Density wave length", wave_length * 1e9, "nm")
show("Nonlocal change of its decay", 100 * nonlocal_change, "%", 3)
show("Current density", current_density * 1e-10, "MA/cm^2")
show("Driving field", drive_field / 100, "V/cm")
show("Energy gain per free path", energy_gain * 1e6, "ueV")
show("Balancing dn/n over 1 um", balance_change, "", 3)
show("Screening length", screening * 1e9, "nm", 3)
show("Exchange / kinetic part of dmu/dn", exchange_ratio, "", 3)
show("Density D with exchange",
     diffusion * 1e4 * (1 + exchange_ratio), "cm^2/s", 3)
print("every check passed")
```

Printed output:

```
Electron density: 8.5e+22 cm^-3
Resistivity: 1.7 uohm cm
Temperature: 300 K
Conductivity: 5.882e+05 S/cm
Fermi wave number: 13.6 nm^-1
Fermi energy: 7.049 eV
Fermi speed: 1.575e+08 cm/s
Density of states: 18.09 eV^-1 nm^-3
Same, counted in 20 nm box: 18.22 eV^-1 nm^-3
D from Einstein relation: 203 cm^2/s
D from decay of density wave: 203 cm^2/s
Scattering time: 24.56 fs
Mean free path: 38.67 nm
kT at 300 K: 0.02585 eV
D from classical relation: 1.117 cm^2/s
Degenerate D / classical D: 181.8
Test potential amplitude: 20 mV
Test potential period: 1000 nm
Test field at x = 100 nm: -1017 V/cm
Drift current there: -599.53 MA/cm^2
Diffusion current there: 599.528 MA/cm^2
Largest |net/drift|, 3 points: 4.5e-06
Lattice hopping z / hopping x: 0.4
Lattice mu / hopping x: 2
Lattice kT / hopping x: 0.1
Lattice electrons per site: 1.622
Lattice dn/dmu (model units): 0.22347
Lattice D along x (model units): 2.3863
Lattice D along z (model units): 0.31668
Lattice sigma x (model units): 0.53325
Lattice sigma z (model units): 0.070767
Thermal change of dn/dmu, 300 K: -1.11e-05
Thermal change of dn/dmu, 400 K: -1.97e-05
D at 400 K if tau ~ 1/T: 152.2 cm^2/s
Trial factor on density of states: 1.3
D with that factor: 156.1 cm^2/s
Mean free path with that factor: 38.67 nm
Film thickness: 20 nm
Film sigma / bulk sigma: 0.5299
Film D / bulk D, random walk: 0.527
Film resistivity: 3.208 uohm cm
Film D: 107.6 cm^2/s
Film subbands, kF d / pi: 86.6
Density wave length: 500 nm
Nonlocal change of its decay: 1.61 %
Current density: 1 MA/cm^2
Driving field: 1.7 V/cm
Energy gain per free path: 6.574 ueV
Balancing dn/n over 1 um: 3.62e-05
Screening length: 0.0553 nm
Exchange / kinetic part of dmu/dn: -0.442
Density D with exchange: 113 cm^2/s
every check passed
```
